The Fröhlich coupling constant for gallium-arsenide-like parameters

**Problem**

An electron at the bottom of an isotropic, parabolic conduction band moves through a polar crystal. Its band mass is m = 0.067 mₑ, where mₑ is the free-electron mass. The longitudinal optical (LO) phonons have the single energy ħω = 36 meV. The relative permittivity is ε∞ = 10.9 well above the lattice frequencies and εs = 12.9 in the static limit. These are rough typical values for gallium arsenide.

The Fröhlich coupling constant α is defined here by the energy shift of the electron at rest, at zero temperature and in the lowest order of the electron–phonon coupling: ΔE = −αħω.

(a) Find the coupling of the electron to each phonon mode from the two permittivities.

(b) Derive the formula for α and show that α is about 0.07.

(c) Find the number of phonons around the electron and the change of its mass. Is lowest order sufficient?

(d) How far do a temperature of 300 K, a bent band in a two-band model and a carrier density of 10¹⁶ cm⁻³ move the energy shift?

**Solution**

**(a) The coupling to one mode**

Hold two electrons fixed at a distance r. If the ions could not move, their interaction energy would be e²/(4πε₀ε∞r). With the ions free to relax it is e²/(4πε₀εsr). The lattice therefore contributes the difference

U(r) = −e²κ/(4πε₀r), κ = 1/ε∞ − 1/εs.

All of this belongs to the LO phonons if the crystal has one polar mode. Its permittivity is then

ε(ν) = ε∞(ω² − ν²)/(ω_T² − ν²),

where ν is the frequency of the field and ω_T the transverse phonon frequency. Setting ν = 0 gives ω_T²/ω² = ε∞/εs. Writing ω_T² − ν² = (ω² − ν²) − (ω² − ω_T²) in the inverse permittivity gives

1/ε(ν) = 1/ε∞ − κω²/(ω² − ν²),

because (ω² − ω_T²)/(ε∞ω²) = 1/ε∞ − 1/εs = κ. The response to a charge has its one resonance at the LO frequency, with strength κ. This is why the LO energy belongs in the formula; the transverse energy implied by the data is 33.1 meV.

Now describe the same physics with phonons. For an electron at position **r**, take the coupling

H′ = Σ_q [V_q a_q exp(i**q**·**r**) + V_q* a_q† exp(−i**q**·**r**)].

For fixed charges each mode is an oscillator with a constant force. Completing the square,

ħω a†a + g a + g* a† = ħω(a† + g/ħω)(a + g*/ħω) − |g|²/ħω.

The displaced oscillator has the old spectrum, lowered by |g|²/ħω. Two electrons at **r**₁ and **r**₂ give g = V_q[exp(i**q**·**r**₁) + exp(i**q**·**r**₂)], so

|g|² = |V_q|²[2 + 2cos(**q**·**r**)], **r** = **r**₁ − **r**₂.

The part that depends on the distance is

U(r) = −(2/ħω) Σ_q |V_q|² cos(**q**·**r**).

Since −∇²(1/r) = 4πδ(**r**), the Fourier transform of 1/r is 4π/q². In a crystal of volume Ω, where Σ_q becomes Ω∫d³q/(2π)³, equating the Fourier components of the two forms of U gives

2Ω|V_q|²/ħω = e²κ/(ε₀q²),

|V_q|² = e²ħωκ/(2ε₀Ωq²).

**(b) The energy shift and α**

The electron starts at rest with no phonons. H′ changes the phonon number by one, so the first-order shift vanishes. In second order the electron emits a phonon **q**, recoils with wavevector −**q**, and reabsorbs the phonon:

ΔE = −Σ_q |V_q|²/(ħω + ħ²q²/2m).

The angular integral gives 4π, so Σ_q becomes (Ω/2π²)∫q²dq. The factor q² cancels the 1/q² of the coupling:

ΔE = −(e²ħωκ/4π²ε₀) ∫₀^∞ dq/(ħω + ħ²q²/2m).

Define the polaron length r_p = √(ħ/2mω) and x = qr_p. Then ħ²q²/2m = ħωx² and dq = dx/r_p, so

ΔE = −(e²κ/4π²ε₀r_p) ∫₀^∞ dx/(1 + x²)
 = −(e²κ/4π²ε₀r_p)(π/2)
 = −e²κ/(8πε₀r_p).

Comparison with −αħω gives

α = κ[e²/(4πε₀r_p)]/(2ħω).

Thus α is half the lattice part of the Coulomb energy at distance r_p, measured in phonon energies. Since 1/(2ωr_p) = √(2mω/ħ)/(2ω) = √(m/2ħω), the same result reads

α = (e²/4πε₀ħ)(1/ε∞ − 1/εs)√(m/2ħω).

For the given data,

κ = (12.9 − 10.9)/(10.9 × 12.9) = 0.014224,

r_p = √(ħ²/(2m·ħω)) = 3.974 nm,

e²/(4πε₀r_p) = 362.3 meV,

α = 0.014224 × 362.3 meV/(2 × 36.0 meV) = 0.0716.

So **α ≈ 0.07**, as was to be shown. The shift is −0.0716 × 36.0 meV = −2.58 meV.

The third digit has little physical weight, because κ is a small difference of two inverse permittivities. With the other data fixed, ε∞ = 10.8 gives α = 0.0758 and ε∞ = 11.0 gives 0.0674, about 6 percent either way. In the limit εs = ε∞ the lattice carries no polarization of its own and α vanishes. At fixed permittivities α grows as √m and falls as 1/√ω, so heavy carriers and soft phonons couple more strongly.

**(c) Phonon cloud, mass and the next order**

The calculation in (b) shows that, for any function F of x,

Σ_q |V_q|² F = (2α/π)(ħω)² ∫₀^∞ F dx.

In first order the state contains a phonon **q** with amplitude −V_q*/[ħω(1 + x²)]. The mean phonon number is therefore

N_cloud = (2α/π)∫₀^∞ dx/(1 + x²)² = (2α/π)(π/4) = α/2.

The integral follows from x = tan θ, which turns it into ∫cos²θ dθ from 0 to π/2. Here N_cloud = 0.036: the electron is nearly bare.

For a slowly moving electron let K = kr_p, and let μ be the cosine of the angle between **k** and **q**. Emission changes the energy by

ħ²(**k** − **q**)²/2m + ħω − ħ²k²/2m = ħω(1 + x² − 2Kxμ).

This is positive for every x and μ if K < 1, that is, if the electron has too little energy to emit a real phonon. With D = 1 + x², expand for small K:

1/(D − 2Kxμ) = 1/D + 2Kxμ/D² + 4K²x²μ²/D³ + …

The average over directions removes the term in μ and replaces μ² by 1/3. With x = tan θ,

∫₀^∞ x²dx/(1 + x²)³ = ∫₀^{π/2} sin²θ cos²θ dθ = π/16.

The shift is then

ΔE(k) = −(2α/π)ħω[π/2 + (4K²/3)(π/16)] = −αħω(1 + K²/6).

The kinetic energy is ħ²k²/2m = ħωK², so the total energy is

E(k) = −αħω + (1 − α/6)ħ²k²/2m.

The electron moves with the mass m/(1 − α/6) = 0.0678 mₑ, an increase of 1.2 percent, because it carries the lattice distortion along.

To judge the lowest order, compute the next one. Eliminating the excited states gives, up to fourth order in H′, an equation for the energy E of the electron at rest:

E = Σ_a |H′_0a|²/(E − E_a) + Σ_abc H′_0a H′_ab H′_bc H′_c0/[(E − E_a)(E − E_b)(E − E_c)].

Here a and c are one-phonon states and b is a two-phonon state. In the first sum, 1/(E − E_a) ≈ −1/E_a − E/E_a². The second piece, with E ≈ −αħω and Σ|H′_0a|²/E_a² = α/2, contributes +α²ħω/2. In the second sum E may be set to zero. The electron emits phonons 1 and 2 and absorbs them in either order, so the last one-phonon state contains phonon 1 or phonon 2. With D₁ = 1 + x₁² and D₂ = 1 + x₂², the fourth-order energy is Cα²ħω, where

C = 1/2 − (4/π²)∬dx₁dx₂ [1/D₁² + 1/(D₁D₂)] M,

M = (1/2)∫₋₁¹ dμ/(2 + x₁² + x₂² + 2x₁x₂μ),

and μ is now the cosine of the angle between the two phonon wavevectors. Numerical integration gives C = −0.0159. Relative to the leading shift the correction is 0.0159 × 0.0716, or 0.11 percent. For the energy shift, lowest order is sufficient here. The relative correction from this next order grows in proportion to α and would be 1.6 percent at α = 1; still higher orders are not examined.

**(d) The energy shift in a real crystal**

At temperature T each mode holds on average N = 1/[exp(ħω/k_BT) − 1] phonons, which is 0.331 at 300 K. Emission is enhanced by the factor 1 + N. Absorption, with weight N, takes the electron to a state whose energy differs from the initial one by ħω(x² − 1). It adds to the shift

N(2α/π)ħω P∫₀^∞ dx/(1 − x²) = 0,

where P denotes the principal value. The integral vanishes because x = 1/u maps the range above 1 onto the range below 1 with the opposite sign. This exact zero belongs to the parabolic band without a cutoff; a cutoff or a bent band leaves a remainder of a few percent of Nαħω. The shift of the electron at rest becomes

ΔE(T) = −(1 + N)αħω = −3.43 meV at 300 K,

which is 33 percent larger in size than at zero temperature. This figure is for an electron at rest. The mean thermal energy at 300 K, 3k_BT/2 = 39 meV, is above the phonon energy, so many electrons in a warm crystal can also emit real phonons.

Absorption also limits the lifetime of the state. By the golden rule, with δ(ħω − ħωx²) = δ(x − 1)/(2ħω) for positive x, the rate is

W = (2π/ħ)N(2α/π)(ħω)²/(2ħω) = 2αωN.

This gives a time 1/W = 0.39 ps and a level width ħW = 1.7 meV. The width is half the total shift of 3.43 meV and twice its thermal part Nαħω, so at room temperature the shift does not displace a sharp level.

The band of gallium arsenide is parabolic only near its bottom. A two-band model with a rough gap E_g = 1.42 eV has the matrix with diagonal elements 0 and −E_g and off-diagonal element Pk, where P² = E_għ²/2m reproduces the mass m at small k. Its conduction energy satisfies

E(E + E_g) = E_għ²k²/2m.

The eigenvector is proportional to (E + E_g, Pk), so the squared overlap with the state at k = 0 is

(E + E_g)²/[(E + E_g)² + E(E + E_g)] = (E_g + E)/(E_g + 2E).

This factor multiplies |V_q|². The sum over q is cut off at 10.95 nm⁻¹, the radius of a sphere with the volume of the Brillouin zone for a rough lattice constant of 0.565 nm. With conduction states alone, the zero-temperature shift then grows by 4.8 percent. The cutoff alone, with the parabolic band, would reduce it by 1.5 percent. The figure of 4.8 percent is not the full effect of the band shape. At large q the energy E grows only as Pq and the squared overlap, here called f, tends to 1/2, so the sum grows with the logarithm of the cutoff. The filled valence band, left out here, works the other way. Its electrons can no longer use the occupied state at k = 0 in their own virtual transitions, which raises the energy by Σ_q |V_q|²(1 − f)/(ħω + E_g + E). At large q this term cancels the logarithm. With the same cutoff it amounts to 7.3 percent of the parabolic shift, so the complete two-band model gives a reduction of 2.6 percent. About 1.5 points of this come from the cutoff itself. The reduction is 4.0 percent at half the cutoff and 1.8 percent at twice the cutoff, and it tends to 1.1 percent when the cutoff is removed.

This is a result for the model, not for the real crystal. At the cutoff the model puts the conduction band 9.2 eV above its bottom, far higher than the lowest conduction band of gallium arsenide reaches. Wavevectors above 1 nm⁻¹ supply about 16 percent of the parabolic shift, and their true share depends on the real band energies and overlaps. The model therefore settles neither the size nor the sign of the effect in the real crystal.

Free carriers screen the coupling. In static Debye screening, with the phonon energy held fixed, |V_q|² is multiplied by [q²/(q² + 1/λ²)]², with λ² = ε₀ε∞k_BT/(ne²). For n = 10¹⁶ cm⁻³ at 300 K, λ = 39.5 nm, and the zero-temperature expression for the shift falls by 13 percent. The plasma energy of these carriers, 4.35 meV, is far below 36 meV, so they cannot follow an oscillation at the LO frequency, and the share of the LO resonance alone is not reduced (it rises by about 1 percent). The whole lattice part of the shift also includes the change in the electron's coupling to the carriers' own slow excitations. At small q the recoil energy is small and the nearly static response matters. With the frequency-dependent response of the carrier gas this lattice part falls by about 11 percent, so the static figure overstates it only slightly. The plasma energy grows as √n and would reach the phonon energy near 7 × 10¹⁷ cm⁻³ for the parabolic band, or near 8 × 10¹⁷ cm⁻³ with the bent band. There the carriers are degenerate and Debye screening no longer applies. In device layers doped to that level, plasma and lattice oscillations mix, and a single LO mode is no longer a sound starting point.

These effects change the energy shift, not α itself, which is fixed by the four input parameters. The main values used above are collected in the numerical output.

Calculated quantities

```
band mass: 0.067 free-electron masses
LO phonon energy: 36.0 meV
high-frequency permittivity: 10.9 (relative)
static permittivity: 12.9 (relative)
transverse phonon energy implied: 33.1 meV
loss-function peak: 36.00 meV
kappa = 1/eps_inf - 1/eps_static: 0.014224 (no unit)
polaron length r_p: 3.974 nm
vacuum Coulomb energy at r_p: 362.3 meV
kappa times that energy: 5.153 meV
coupling constant alpha: 0.0716 (no unit)
alpha from numerical energy shift: 0.0716
alpha if eps_inf = 10.8: 0.0758
alpha if eps_inf = 11.0: 0.0674
energy shift at zero temperature: -2.577 meV
mean phonon number in cloud: 0.0358
polaron mass: 0.06781 free-electron masses
mass increase: 1.21 percent
coefficient of alpha^2 in energy/phonon energy: -0.01592
two-phonon change of shift: 0.11 percent
temperature: 300 K
thermal phonon number N: 0.331
thermal increase of shift: 33 percent
shift with thermal phonons: -3.43 meV
phonon absorption time: 0.39 ps
level width from absorption: 1.70 meV
rough band gap: 1.42 eV
rough lattice constant: 0.565 nm
zone radius: 10.95 1/nm
zone radius times r_p: 43.5 (no unit)
zone cutoff alone, change of shift: -1.5 percent
two-band model with cutoff, change: 4.8 percent
carrier density: 1e+16 cm^-3
Debye length: 39.5 nm
plasma energy: 4.35 meV
static screening, change of shift: -13.3 percent
```
